\section*{Why Doping Stiffens the Gamma-Point E2g Phonon of Graphene}

\section*{Question}

Doped graphene has a stiffer $\Gamma$-point $E_{2g}$ phonon than neutral graphene, at the densities of ordinary gating, from somewhat above $10^{12}$ to a few $10^{13}$ carriers per cm$^2$. A static frozen-phonon calculation at fixed lattice constant nevertheless gives almost no doping shift. What does the moving lattice do that the frozen one does not?

\section*{Answer}

\subsection*{The mechanism}

In this phonon the two sublattices move against each other. The motion changes the three bond lengths around each atom unequally, and this displaces the Dirac cone in $\mathbf k$-space without opening a gap. The static and dynamic results differ in what the added carriers do next.

In the static calculation the electrons are in equilibrium with the displaced lattice. The Fermi sea moves with the cone, and in the Dirac model its energy does not change. In the vibrating crystal the displacement is uniform and therefore conserves crystal momentum. An electron can change its pseudospin at fixed $\mathbf k$, but it needs a scattering event to reach another $\mathbf k$. If scattering is slow compared with the vibration, the cone oscillates beneath a sea that stays where it was. That costs energy, and the cost grows with the Fermi energy.

What is too slow to follow the cone is thus the relaxation of the occupations, not the motion of the electrons. Without scattering, even a slow uniform displacement would leave the sea in place.

\subsection*{How far the cone moves}

I use nearest-neighbour hopping $t$, bond length $a$, and $\beta=-d\ln t/d\ln a$. The bonds from an A atom to its B neighbours are
\begin{equation}
\boldsymbol\delta_1=a(0,1),\qquad
\boldsymbol\delta_{2,3}=a\left(\pm\tfrac{\sqrt3}{2},-\tfrac12\right).
\end{equation}
The band energies are $\pm|f|$, with $f=\sum_j t_j e^{i(\mathbf K+\mathbf k)\cdot\boldsymbol\delta_j}$ and $\mathbf K=(4\pi/3\sqrt3a,0)$. At $\mathbf k=0$ the three phase factors are $1$ and $e^{\pm2\pi i/3}$, which sum to zero. The first-order terms need the vector
\begin{equation}
\mathbf g=\sum_j e^{i\mathbf K\cdot\boldsymbol\delta_j}\boldsymbol\delta_j
=\frac{3a}{2}(i,1).
\end{equation}
Its $x$ component is $(\sqrt3a/2)(2i\sin120^\circ)=3ia/2$, and its $y$ component is $a(1-\cos120^\circ)=3a/2$.

Let $\mathbf r=\mathbf u_B-\mathbf u_A$ be the relative sublattice displacement. Bond $j$ lengthens by $\boldsymbol\delta_j\cdot\mathbf r/a$, so its hopping changes by $-\beta t\,\boldsymbol\delta_j\cdot\mathbf r/a^2$. To first order in $\mathbf k$ and $\mathbf r$,
\begin{align}
f&=it\,\mathbf g\cdot\mathbf k-\frac{\beta t}{a^2}\mathbf g\cdot\mathbf r\nonumber\\
&=\frac{3ta}{2}\left[-k_x+ik_y-\frac{\beta}{a^2}(r_y+ir_x)\right]\nonumber\\
&=\hbar v\left[-(k_x-s_x)+i(k_y-s_y)\right],
\end{align}
where
\begin{equation}
\hbar v=\frac{3ta}{2},\qquad
\mathbf s=\frac{\beta}{a^2}(-r_y,r_x).
\label{shift}
\end{equation}
The bands become $\pm\hbar v|\mathbf k-\mathbf s|$: the same cone, moved by $\mathbf s$ at right angles to $\mathbf r$. At the other valley the phases are complex conjugated and the cone moves by $-\mathbf s$. The energies below depend on $s^2$, so the valleys contribute equally.

\subsection*{A sea that follows}

Take electron doping. The energy of the displaced crystal is that of its filled valence band plus that of the added carriers. The first part does not depend on doping, so any static doping shift comes from the second. With four spin and valley copies, the carrier energy per area is
\begin{equation}
E_{\rm follow}=4\int_{|\mathbf k-\mathbf s|<k_F}\frac{d^2k}{4\pi^2}\,
\hbar v|\mathbf k-\mathbf s|.
\end{equation}
Substituting $\mathbf k\to\mathbf k+\mathbf s$ removes $\mathbf s$ from both the integrand and the boundary, leaving $2\hbar vk_F^3/3\pi$. The second derivative of a constant is zero, so the static doping shift is zero in this model.

The full nearest-neighbour band is not a perfect cone, and a displacement changes its shape slightly. This leaves a static remainder that is small compared with the fixed-sea effect. In the example below, with hopping that falls exponentially with bond length, their ratio is $-0.0051$, which is $4.0$ times the ratio at a quarter of that density. That is the growth expected of a lattice correction of relative order $(k_Fa)^2$. The small number depends on the hopping law: with the same $\beta$, a power law gives $-0.0043$ and a linear law $-0.0072$.

\subsection*{A sea that stays}

Now keep the original disc $|\mathbf k|<k_F$ occupied. Let $\theta$ be the angle between $\mathbf k$ and $\mathbf s$. For $s\ll k$, the expansion $\sqrt{1+x}=1+x/2-x^2/8$ with $x=-2(s/k)\cos\theta+(s/k)^2$ gives
\begin{align}
|\mathbf k-\mathbf s|
&=k-s\cos\theta+\frac{s^2}{2k}-\frac{s^2\cos^2\theta}{2k}+\cdots\nonumber\\
&=k-s\cos\theta+\frac{s^2\sin^2\theta}{2k}+\cdots .
\end{align}
The linear term averages to zero over angle and the quadratic one to $s^2/4k$. The expansion fails for $k\lesssim s$, but that region has area of order $s^2$ and energies of order $\hbar vs$, so it cannot affect the $s^2$ term. The energy cost per area is
\begin{equation}
\Delta E=4\hbar v\int_0^{k_F}\frac{k\,dk}{2\pi}\,\frac{s^2}{4k}
=\frac{\hbar vk_F\,s^2}{2\pi}=\frac{E_F s^2}{2\pi}.
\label{cost}
\end{equation}

This cost can also be read as the loss of a softening. At each $\mathbf k$ the displacement mixes the two bands and pushes them apart, lowering the valence state by as much as it raises the conduction state. In the neutral sheet only the lower state is filled, and its energy gain softens the phonon. Where doping fills the upper state as well, the two changes cancel. Hole doping empties both states and removes the same gain, so the two signs of doping are equivalent in this model.

The cell area is $3\sqrt3a^2/2$ and $s^2=\beta^2r^2/a^4$. Setting the cost per cell equal to $\tfrac12\Delta K\,r^2$ gives
\begin{equation}
\frac12\Delta K\,r^2=\frac{3\sqrt3a^2}{2}\,\frac{E_F}{2\pi}\,
\frac{\beta^2r^2}{a^4}
\quad\Rightarrow\quad
\Delta K=\frac{3\sqrt3}{2\pi}\,\frac{\beta^2E_F}{a^2}.
\label{stiffness}
\end{equation}
Two atoms of mass $M$ in relative motion have reduced mass $M/2$, so $K=M\omega^2/2$. For a small change $\Delta K=M\omega\,\Delta\omega$, and therefore
\begin{equation}
\hbar\Delta\omega=\lambda E_F,\qquad
\lambda=\frac{3\sqrt3}{2\pi}\,\beta^2\,
\frac{\hbar^2/(Ma^2)}{\hbar\omega}.
\label{fixed}
\end{equation}

\subsection*{The finite phonon frequency}

Equation \eqref{fixed} fixes the occupations but lets each pseudospin adjust to the lattice at once. That is justified when the vertical transition energy $2\varepsilon$, with $\varepsilon=\hbar vk$, is much larger than $W=\hbar\omega$. Near the Dirac point it is not, and the pseudospin must be followed in time.

Up to a fixed rotation of the pseudospin axes, $H=\mathbf h\cdot\boldsymbol\sigma$ with $\mathbf h=\varepsilon\hat{\mathbf k}-A\hat{\mathbf s}$ and $A=\hbar vs$. The expectation value $\mathbf S=\langle\boldsymbol\sigma\rangle$ obeys $\hbar\dot{\mathbf S}=2\mathbf h\times\mathbf S$. Write $\hat{\mathbf s}=\cos\theta\,\hat{\mathbf k}+\sin\theta\,\hat{\mathbf e}$, with $\hat{\mathbf k}\times\hat{\mathbf e}=\hat{\mathbf z}$. An electron in the upper band starts with $\mathbf S=\hat{\mathbf k}$ and acquires small components $p$ along $\hat{\mathbf e}$ and $q$ along $\hat{\mathbf z}$. To first order,
\begin{equation}
\hbar\dot p=-2\varepsilon q,\qquad
\hbar\dot q=2(\varepsilon p+A\sin\theta).
\end{equation}
Differentiating the first equation and inserting the second gives $\hbar^2\ddot p=-4\varepsilon^2p-4\varepsilon A\sin\theta$. For motion as $e^{-i\omega t}$,
\begin{equation}
p=-\frac{4\varepsilon A\sin\theta}{4\varepsilon^2-W^2}.
\end{equation}
The derivative of the energy with respect to the displacement is $\langle\partial H/\partial A\rangle=-\hat{\mathbf s}\cdot\mathbf S$. Its induced part is
\begin{equation}
-p\sin\theta=\frac{A\sin^2\theta}{\varepsilon}\;
\frac{4\varepsilon^2}{4\varepsilon^2-W^2}.
\end{equation}
The first factor is the static response, the derivative of $A^2\sin^2\theta/2\varepsilon$. The second is the correction for finite frequency. In \eqref{cost} the factor $k$ from the area element cancels the $1/k$, so each interval of energy up to $E_F$ has equal weight. The real shift follows by replacing $E_F$ in \eqref{fixed} with
\begin{align}
B(E_F)&=\mathrm P\!\int_0^{E_F}\!d\varepsilon\,
\frac{4\varepsilon^2}{4\varepsilon^2-W^2}\nonumber\\
&=\mathrm P\!\int_0^{E_F}\!d\varepsilon\left[1+\frac W2\left(
\frac1{2\varepsilon-W}-\frac1{2\varepsilon+W}\right)\right]\nonumber\\
&=E_F+\frac W4\ln\left|\frac{2E_F-W}{2E_F+W}\right|.
\label{bracket}
\end{align}
Thus $\hbar\Delta\omega=\lambda B(E_F)$, measured from the neutral sheet, for clean carriers at zero temperature and in linear response.

For $E_F\gg W$ the logarithm is close to $-W/E_F$, so $B\simeq E_F-W^2/4E_F$ and the fixed-sea result is recovered. At low doping, put $x=2E_F/W$ and use $\ln[(1-x)/(1+x)]=-2(x+x^3/3+\cdots)$. The linear terms cancel:
\begin{equation}
B\simeq-\frac{Wx^3}{6}=-\frac{4E_F^3}{3W^2}.
\end{equation}
Light doping therefore softens the phonon. Transitions with $2\varepsilon<W$ are driven above their resonance and respond with the opposite sign, so blocking them removes a stiffening. At $E_F=W/2$ the formula diverges logarithmically; temperature and finite lifetimes round this off. Stiffening sets in somewhat above that point.

The resonance also controls damping. With $\omega\to\omega+i0$, the pole at $2\varepsilon=W$ adds $i\pi W/4$ to $B$ once $E_F>W/2$. In the convention $e^{-i\omega t}$ a positive imaginary part reduces damping. It cancels the decay of the neutral sheet's phonon into electron--hole pairs, whose full width is twice the imaginary part, $\pi\lambda W/2$. At zero temperature the mode thus loses this width when the doping passes $W/2$.

\subsection*{Joining the two limits}

Letting $\omega\to0$ in \eqref{bracket} gives $B=E_F$, not the static answer zero, because the clean sea stays fixed however slowly the lattice moves. Scattering connects the two. In the simplest model the centre $\mathbf d$ of the sea relaxes towards the cone, $\dot{\mathbf d}=(\mathbf s-\mathbf d)/\tau$. For motion as $e^{-i\omega t}$ this gives $\mathbf d=\mathbf s/(1-i\omega\tau)$. The restoring force is proportional to the mismatch
\begin{equation}
\mathbf s-\mathbf d=\frac{-i\omega\tau}{1-i\omega\tau}\,\mathbf s
=\frac{(\omega\tau)^2-i\omega\tau}{1+(\omega\tau)^2}\,\mathbf s .
\label{relax}
\end{equation}
For $\omega\tau\ll1$ the sea follows and this force vanishes. The logarithmic term in \eqref{bracket}, which comes from the pseudospin response at finite frequency, vanishes only as $\omega\to0$. For $\omega\tau\gg1$ the sea is fixed and the full force acts. In between, the lag of the sea damps the phonon.

The factor in \eqref{relax} equals $1-1/(1-i\omega\tau)$. If scattering affects only the occupations, relaxation subtracts $E_F/(1-i\omega\tau)$ from $B$. The shift falls by $\lambda E_F/[1+(\omega\tau)^2]$, and the full width grows by $2\lambda E_F\,\omega\tau/[1+(\omega\tau)^2]$. As $\omega\to0$ at fixed $\tau$, both $B$ and the term subtracted from it tend to $E_F$, so they cancel and the static result returns.

\subsection*{The number for a gated sheet}

Take $10^{13}$ carriers per cm$^2$ on an oxide, with rough typical parameters $a=0.142$ nm, $t=3.0$ eV, $\beta=2.5$ and $W=0.196$ eV. Then $\hbar v=0.639$ eV\,nm, and with $n=0.10$ nm$^{-2}$
\begin{equation}
k_F=\sqrt{\pi n}=0.5605\ {\rm nm}^{-1},\qquad
E_F=0.639\times0.5605=0.358\ {\rm eV}.
\end{equation}
A displacement $r=0.0005$ nm moves the cone by $0.0620$ nm$^{-1}$, both from \eqref{shift} and from a numerical search for the node of the full lattice band. The doping stiffness from the two seas, integrated in that band, is $-0.47$ eV/nm$^2$ if the sea follows and $91.7$ eV/nm$^2$ if it stays, taken as a finite difference at this displacement. As the displacement goes to zero the latter rises to $91.8$ eV/nm$^2$, the value that \eqref{stiffness} gives.

For the mass of natural carbon, $\lambda=0.00455$. The fixed-sea shift is $13.1$ cm$^{-1}$, against a static shift of $-0.07$ cm$^{-1}$ in this hopping-only model. The finite frequency reduces the first value:
\begin{align}
B&=0.358+0.049\ln\frac{0.716-0.196}{0.716+0.196}=0.331\ {\rm eV},\nonumber\\
\hbar\Delta\omega&=0.00455\times0.331\ {\rm eV}=1.5\ {\rm meV},
\end{align}
or $12.1$ cm$^{-1}$ on a phonon of $1581$ cm$^{-1}$. The pair-decay width lost on doping is $11.3$ cm$^{-1}$ at zero temperature.

At temperature $T$ the net response of a vertical transition is proportional to $f(-\varepsilon)-f(\varepsilon)$, where $f$ is the Fermi function. The fraction removed is therefore $1-f(-\varepsilon)+f(\varepsilon)$. This fraction is the integral of $-\partial f/\partial E$ over $|E|>\varepsilon$, so the shift is the average of $B(|E|)$ with weight $-\partial f/\partial E$, minus the same average for the neutral sheet. At 300 K and fixed density it is $12.2$ cm$^{-1}$. The slight rise comes from the neutral reference. The chemical potential falls to $0.355$ eV and $B$ is concave above $W/2$, and both effects lower the doped average. The neutral average must therefore have fallen further.

With the other parameters held fixed, the shifts to first order in $\Delta K$ are as follows. Solving for $\omega^2$ self-consistently in the full band lowers the last three rows by $0.04$ to $0.12$ cm$^{-1}$.
\begin{center}
\begin{tabular}{cccc}
$n$ ($10^{12}$ cm$^{-2}$) & $E_F$ (eV) & 0 K (cm$^{-1}$) & 300 K (cm$^{-1}$)\\
1 & 0.113 & $-0.6$ & 0.2\\
5 & 0.253 & 7.8 & 7.8\\
10 & 0.358 & 12.1 & 12.2\\
20 & 0.507 & 17.9 & 18.0
\end{tabular}
\end{center}
The clean zero-temperature shift changes sign at $E_F=0.118$ eV, or $1.1\times10^{12}$ cm$^{-2}$. The first row lies just below this density, and warming to 300 K is enough to reverse its sign. That row assumes a uniform density: on an oxide, charge inhomogeneity of several $10^{11}$ cm$^{-2}$ can change so small a shift by an amount comparable to the shift itself. From the second row to the last the density rises fourfold and $E_F$ doubles, but the shift more than doubles because the negative logarithmic term matters less at high doping.

\subsection*{Model and device}

The phonon period is 21 fs. For a rough relaxation time of 100 fs, which corresponds to a mobility of about 2600 cm$^2$/(V\,s), $\omega\tau\simeq30$. The sea is nearly fixed: relaxation removes about $0.015$ cm$^{-1}$ of the shift and adds $0.9$ cm$^{-1}$ to the width. These figures take the transport time as the time for the sea to recentre, which is an estimate.

Raman spectra of gated graphene do show this mode stiffening, by roughly 10 cm$^{-1}$ near $10^{13}$ cm$^{-2}$, so the model has the right size. Its closeness should not be overread, because the shift scales as $\beta^2$: at 0 K, $\beta=2$ gives $7.8$ cm$^{-1}$ and $\beta=3$ gives $17.5$ cm$^{-1}$. Many-body changes of velocity and coupling are not computed. The gate field for an oxide permittivity of 3.9 is $4.6$ MV/cm, high but below the roughly 10 MV/cm at which good silicon dioxide breaks down. The last row of the table would need twice this field, which leaves almost no margin.

The assumption a real device may break is the clamped lattice constant. Let a free sheet take a biaxial strain $e$, with elastic energy $Ce^2$ per area and carrier energy $2Dne$, leaving out the smaller change in the carriers' kinetic energy. The minimum is at $e=-Dn/C$. Rough values $D=4$ eV and $C=400$ N/m give $|e|=1.6\times10^{-4}$. With a Gr\"uneisen parameter $\gamma=1.8$, the shift $2\gamma\omega|e|$ is about $0.9$ cm$^{-1}$. In this estimate its sign reverses between electrons and holes, unlike that of the main effect. It also grows as $n$ while the main effect grows roughly as $\sqrt n$, so the stiffening found here should not be extrapolated to much heavier doping. The same $D$ matters even at clamped lattice constant. The phonon stretches the bonds on average by a fraction $r^2/4a^2$, and an on-site energy $2D$ times this stretch gives a static shift of about $0.15$ cm$^{-1}$, odd in the doping and larger than the hopping model's $-0.07$ cm$^{-1}$. The static remainder in real graphene is therefore not fixed by this model.

The uniform-phonon assumption is milder. Backscattered light of 532 nm transfers at most $q=0.024$ nm$^{-1}$, and $(vq/\omega)^2\simeq0.006$ sets the relative scale of the correction, though not its coefficient, when $2E_F$ is well above $W$. Near $2E_F=W$ one must instead compare $\hbar vq$ with $|2E_F-W|$, and the relative correction to the small shift there is larger. The numerical output below lists the inputs and results.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Bond length a: 0.142 nm
Hopping t: 3.00 eV
Hopping exponent beta: 2.50 (dimensionless)
Phonon energy: 0.196 eV
Phonon wavenumber: 1580.8 cm^-1
Phonon period: 21.1 fs
Carrier density: 10.0 x 10^12 cm^-2
hbar times Dirac velocity: 0.6390 eV nm
Fermi wavevector: 0.5605 nm^-1
Fermi energy: 0.3582 eV
Test displacement r: 0.00050 nm
Cone shift, lattice: 0.06200 nm^-1
Cone shift, formula: 0.06199 nm^-1
Stiffness, sea follows: -0.468 eV/nm^2
Stiffness, sea fixed, lattice: 91.749 eV/nm^2
Stiffness, sea fixed, formula: 91.808 eV/nm^2
Static/fixed stiffness ratio: -0.00510
That ratio's growth for fourfold density: 4.010
Coupling lambda: 0.004552 (dimensionless)
Static shift, sea follows: -0.067 cm^-1
Fixed-sea shift, lattice: 13.09 cm^-1
Fixed-sea shift, Dirac: 13.15 cm^-1
Logarithmic correction: -1.01 cm^-1
Dynamic shift, 0 K: 12.14 cm^-1
Dynamic shift, 0 K: 1.505 meV
Neutral pair-decay full width, 0 K: 11.30 cm^-1
Sign-change Fermi energy, 0 K: 0.1176 eV
Sign-change density, 0 K: 1.078 x 10^12 cm^-2
Temperature of use: 300 K
Chemical potential at 300 K: 0.3551 eV
Dynamic shift at 300 K: 12.22 cm^-1
Table: density (10^12 cm^-2), EF (eV), shifts 0/300 K (cm^-1)
  1.0  0.1133  -0.57  0.17
  5.0  0.2533  7.83  7.77
  10.0  0.3582  12.14  12.22
  20.0  0.5065  17.89  18.02
Relaxation time (rough): 100 fs
Corresponding mobility: 2631 cm^2/(V s)
omega*tau: 29.78 (dimensionless)
Shift lost to scattering: 0.0148 cm^-1
Full width from scattering: 0.882 cm^-1
Laser wavelength: 532 nm
Largest phonon wavevector: 0.0236 nm^-1
Finite-wavevector scale (vq/omega)^2: 0.00593
Oxide relative permittivity (rough): 3.9
Oxide field: 4.64 MV/cm
Sheet modulus C11+C12 (rough): 400 N/m
Deformation potential (rough): 4.0 eV
Grueneisen parameter (rough): 1.8
Unclamped strain magnitude: 1.60e-04
Unclamped strain-shift magnitude: 0.91 cm^-1
Dynamic shift for beta=2.0, 0 K: 7.77 cm^-1
Dynamic shift for beta=3.0, 0 K: 17.48 cm^-1
\end{verbatim}
